# Extremal Growth of Chebyshev Polynomials Outside the Interval [-1, 1]

## 1. Straight lines

Let \(p\) be a polynomial of degree at most one, with \(|p(x)|\le 1\) for \(-1\le x\le 1\). How large can \(|p(x_0)|\) be at a point \(x_0>1\)?

A straight line is fixed by its values at the two ends of the interval:

\[
p(x_0)=\frac{x_0+1}{2}\,p(1)-\frac{x_0-1}{2}\,p(-1).
\]

To check this, note that the right side is linear in \(x_0\), equals \(p(1)\) at \(x_0=1\) and equals \(p(-1)\) at \(x_0=-1\). For \(x_0>1\) both fractions are positive. Since \(|p(1)|\le1\) and \(|p(-1)|\le1\),

\[
|p(x_0)|\le\frac{x_0+1}{2}+\frac{x_0-1}{2}=x_0 .
\]

The bound is reached by \(p(x)=x\), which has \(p(1)=1\) and \(p(-1)=-1\). These opposite signs compensate the opposite signs of the two coefficients, so that both terms add.

For higher degree the argument is the same, with more points. The points must be chosen so that one bounded polynomial takes the values \(\pm1\) at all of them, with the signs that make every term add.

## 2. The statement

Polynomials here have real coefficients, and "largest" refers to the absolute value. The Chebyshev polynomials are defined by

\[
T_0(x)=1,\qquad T_1(x)=x,\qquad T_{k+1}(x)=2x\,T_k(x)-T_{k-1}(x).
\]

**Theorem.** Let \(m\ge1\), let \(p\) have degree at most \(m\), and let \(|p(x)|\le1\) on \([-1,1]\). Then for every real \(x_0\) with \(|x_0|>1\),

\[
|p(x_0)|\le|T_m(x_0)|=\cosh\!\big(m\,\operatorname{arccosh}|x_0|\big).
\]

Equality at even one such point implies \(p=T_m\) or \(p=-T_m\).

The absolute value inside the arccosh is needed because the real function \(\operatorname{arccosh}\) is defined for arguments of at least one. It is taken non-negative.

The restriction to points outside the interval matters. At \(x=0\), for example, \(T_1(0)=0\), while the constant polynomial 1 is also allowed and is larger there. The limit on the degree matters too: \(T_{m+1}\) obeys the same bound inside and is larger outside, as the cosh formula shows.

## 3. Two closed forms

**Inside the interval.** Put \(x=\cos\theta\). Adding the formulas for \(\cos(k\theta+\theta)\) and \(\cos(k\theta-\theta)\) cancels the sine products and gives

\[
\cos (k+1)\theta+\cos (k-1)\theta=2\cos\theta\cos k\theta .
\]

Thus \(\cos k\theta\) obeys the recurrence of \(T_k(\cos\theta)\). The two sequences also start alike, with 1 and \(\cos\theta\). By induction

\[
T_m(\cos\theta)=\cos m\theta .
\]

Every \(x\) in \([-1,1]\) is the cosine of some real \(\theta\), so \(|T_m(x)|\le1\) there. Hence \(T_m\) is itself one of the competing polynomials.

**Outside the interval.** For \(x\ge1\) put \(x=\cosh t\) with \(t\ge0\). In the sum of \(\cosh(kt+t)\) and \(\cosh(kt-t)\) the products of hyperbolic sines cancel, so

\[
\cosh (k+1)t+\cosh (k-1)t=2\cosh t\cosh kt .
\]

The recurrence and the starting values again agree, and

\[
T_m(\cosh t)=\cosh mt,\qquad\text{so}\qquad T_m(x)=\cosh(m\operatorname{arccosh}x)\quad(x\ge1).
\]

**Negative arguments.** We have \(T_k(-x)=(-1)^kT_k(x)\) for \(k=0\) and \(k=1\). If it holds for \(k\) and \(k-1\), then

\[
\begin{aligned}
T_{k+1}(-x)&=-2x(-1)^kT_k(x)-(-1)^{k-1}T_{k-1}(x)\\
&=(-1)^{k+1}\big[2x\,T_k(x)-T_{k-1}(x)\big]=(-1)^{k+1}T_{k+1}(x),
\end{aligned}
\]

where \((-1)^{k-1}=(-1)^{k+1}\) was used. Therefore \(|T_m(x)|=T_m(|x|)=\cosh(m\operatorname{arccosh}|x|)\) for \(|x|\ge1\), which is the equality in the theorem.

## 4. The proof

**The nodes.** Take the \(m+1\) points

\[
x_k=\cos\frac{k\pi}{m},\qquad k=0,1,\dots,m .
\]

The cosine decreases on \([0,\pi]\), so \(1=x_0^{\rm node}>x_1>\dots>x_m=-1\). To keep the first node apart from the outside point, we call the outside point \(X\) from now on, and \(x_0=1\) is the first node. At the nodes

\[
T_m(x_k)=\cos k\pi=(-1)^k .
\]

**Interpolation.** Define

\[
l_k(X)=\prod_{j\ne k}\frac{X-x_j}{x_k-x_j}.
\]

This polynomial has degree \(m\), equals 1 at \(x_k\) and vanishes at the other nodes. Consider the difference \(p(X)-\sum_k p(x_k)\,l_k(X)\). Its degree is at most \(m\), and it vanishes at all \(m+1\) nodes. A nonzero polynomial of degree at most \(m\) has at most \(m\) zeros, so the difference is zero:

\[
p(X)=\sum_{k=0}^{m}p(x_k)\,l_k(X).
\]

**Signs of the weights.** Let \(X>1\). Every numerator factor \(X-x_j\) is positive. In the denominator, \(x_k-x_j\) is negative when \(x_j>x_k\), that is for \(j=0,\dots,k-1\), and positive for \(j>k\). There are \(k\) negative factors, and no factor is zero. Hence

\[
l_k(X)=(-1)^k\,|l_k(X)|,\qquad |l_k(X)|>0 .
\]

**The bound.** The triangle inequality and \(|p(x_k)|\le1\) give

\[
|p(X)|\le\sum_k|p(x_k)|\,|l_k(X)|\le\sum_k|l_k(X)| .
\]

The last sum can be evaluated without computing any weight. By the sign rule, and then by the interpolation formula applied to \(T_m\),

\[
\sum_k|l_k(X)|=\sum_k(-1)^k\,l_k(X)=\sum_kT_m(x_k)\,l_k(X)=T_m(X).
\]

This proves \(|p(X)|\le T_m(X)\) for \(X>1\).

**The other side.** Let \(X<-1\) and define \(q(x)=p(-x)\). This polynomial has the same degree as \(p\) and the same bound on \([-1,1]\). Since \(-X>1\),

\[
|p(X)|=|q(-X)|\le T_m(-X)=|T_m(X)| .
\]

**Equality.** Suppose \(|p(X)|=T_m(X)\) at some \(X>1\). Both inequalities in the bound must then be equalities. Because no weight vanishes, the second one requires \(|p(x_k)|=1\) at every node. The first one requires all terms \(p(x_k)\,l_k(X)\) to have a common sign \(s=\pm1\). Since \(l_k(X)\) has the sign \((-1)^k\),

\[
p(x_k)=s(-1)^k=s\,T_m(x_k),\qquad k=0,\dots,m .
\]

The polynomial \(p-sT_m\) has degree at most \(m\) and \(m+1\) zeros, so \(p=sT_m\). For \(X<-1\) the same argument applied to \(q\) gives \(q=sT_m\), hence \(p(x)=sT_m(-x)=s(-1)^mT_m(x)\), again \(T_m\) up to sign. This completes the proof.

The nodes do not depend on \(X\). This is why a single polynomial wins at all outside points at once. The proof of the bound also used \(|p|\le1\) at the nodes alone, so the inequality remains true under that weaker assumption.

## 5. A cubic, by hand

Take \(m=3\) and \(X=2\). The nodes are \(1,\tfrac12,-\tfrac12,-1\), and the weights are

\[
\begin{aligned}
l_0&=\frac{(1.5)(2.5)(3)}{(0.5)(1.5)(2)}=7.5, &
l_1&=\frac{(1)(2.5)(3)}{(-0.5)(1)(1.5)}=-10,\\
l_2&=\frac{(1)(1.5)(3)}{(-1.5)(-1)(0.5)}=6, &
l_3&=\frac{(1)(1.5)(2.5)}{(-2)(-1.5)(-0.5)}=-2.5 .
\end{aligned}
\]

The signs alternate, and the absolute values add to \(7.5+10+6+2.5=26\). The recurrence gives \(T_2=2x^2-1\) and \(T_3=4x^3-3x\), so \(T_3(2)=32-6=26\), as it must.

Two other bounded cubics show what is lost by a different choice. The power \(x^3\) reaches 8. The Legendre polynomial \(P_3=(5x^3-3x)/2\) equals \(\pm1\) at the ends and \(\mp0.447\) at its turning points \(x=\pm1/\sqrt5\), so it too is bounded by one. It reaches 17. Its values at the nodes are \(1,-0.4375,0.4375,-1\), and

\[
7.5+10(0.4375)+6(0.4375)+2.5=17 .
\]

The signs are right, but the two inner nodes, which carry the weights 10 and 6, are used at less than half strength.

A numerical search by linear programming, which was given the bound but not the Chebyshev polynomials, found the optimum 26.0005. It imposed the bound on a finite set of points, the 402 values \(\cos(k\pi/401)\); the excesses quoted here belong to that set. This admits slightly more polynomials than the theorem does, so its optimum cannot lie below 26. For degrees 1 to 8 and four outside points, the search exceeded the cosh formula by at most \(1.53\times10^{-4}\), relative to the formula.

## 6. How fast is the growth?

Let \(t=\operatorname{arccosh}|X|\). Then \(\cosh t=|X|\) and \(\sinh t=\sqrt{X^2-1}\). Their sum is

\[
\rho=e^t=|X|+\sqrt{X^2-1},
\]

and therefore

\[
|T_m(X)|=\frac{\rho^m+\rho^{-m}}2,\qquad \frac{\rho^m}{2}\le|T_m(X)|\le\rho^m .
\]

The upper bound holds because \(\rho^{-m}\le\rho^m\). At fixed \(X\) the growth with degree is exponential, with rate \(t\) per degree. At fixed \(m\) and large \(|X|\), \(\rho\approx2|X|\), so \(|T_m|\approx2^{m-1}|X|^m\), an ordinary power law in \(X\).

The filter example of Section 8 needs the region just outside the interval. Put \(|X|=1+\varepsilon\) with small \(\varepsilon>0\). From \(\cosh t-1=2\sinh^2(t/2)=\varepsilon\),

\[
t=2\operatorname{arcsinh}\sqrt{\varepsilon/2}\approx\sqrt{2\varepsilon}.
\]

The power \(X^m\), which is also bounded by one inside, grows as \(e^{m\ln(1+\varepsilon)}\), with the rate \(\ln(1+\varepsilon)\approx\varepsilon\). At \(\varepsilon=0.01\) the rates are 0.1413 and 0.00995 per degree. The square root makes the Chebyshev rate about fourteen times larger.

Exponential growth does not set in at once. If \(mt\ll1\), then \(\cosh mt\approx1+m^2t^2/2\approx1+m^2\varepsilon\), which is still close to one. The degree must reach roughly \(1/\sqrt{2\varepsilon}\) before the amplification becomes appreciable.

## 7. From the theorem to a spectral filter

Let \(H\) be a real symmetric matrix with orthonormal eigenvectors \(u_j\) and eigenvalues \(\lambda_0\le\lambda_1\le\dots\). We want the lowest \(w\) eigenvectors. Suppose that all unwanted eigenvalues lie in \([a,b]\) and all wanted ones lie below \(a\). The map

\[
x=\frac{\lambda-c}{e},\qquad c=\frac{a+b}2,\qquad e=\frac{b-a}2,
\]

sends \(a\) to \(-1\) and \(b\) to \(+1\). It is linear, so it preserves the degree of a polynomial. Wanted eigenvalues are sent to \(x_j^{\rm w}=(\lambda_j-c)/e<-1\).

With \(A=(H-cI)/e\), the filtered vector \(y_m=T_m(A)v\) follows from

\[
y_0=v,\qquad y_1=Av,\qquad y_{k+1}=2Ay_k-y_{k-1}.
\]

This takes \(m\) products of a matrix with a vector and no diagonalization. If \(v=\sum_jv_ju_j\), then \(A\) multiplies each \(u_j\) by its mapped eigenvalue, and

\[
y_m=\sum_jT_m\!\left(\frac{\lambda_j-c}{e}\right)v_j\,u_j .
\]

Unwanted components are multiplied by numbers of magnitude at most one. Wanted components have \(x_j^{\rm w}<-1\) and are multiplied by \((-1)^m\cosh mt_j\), with \(t_j=\operatorname{arccosh}|x_j^{\rm w}|\); the sign is common to all of them. The magnitude \(\cosh mt_j\), the gain, increases with the distance below \(a\), so the smallest wanted gain is

\[
g=\cosh mt_{w-1}.
\]

Measure the error of \(v\) by the tangent of its angle to the wanted subspace, which is the norm of its unwanted part divided by the norm of its wanted part (assumed nonzero). The filter does not increase the numerator, and it multiplies the denominator by at least \(g\). Thus

\[
\tan\phi_{\rm after}\le\frac{\tan\phi_{\rm before}}{g}.
\]

By the theorem, no other polynomial of degree at most \(m\) bounded by one on \([a,b]\) has a larger gain at any wanted eigenvalue. The optimality refers to the whole interval. If the individual unwanted eigenvalues were known and had at most \(m\) distinct values, a polynomial with zeros at all of them would remove the unwanted part completely. The Chebyshev filter needs only the two ends.

Those ends must be placed with care:

- If \(b\) is below the largest eigenvalue, the top of the spectrum lies outside the interval and is amplified too.
- If \(a\) is above the lowest unwanted eigenvalue, that state is also amplified, though less than the wanted states below it.
- If \(a\) is below a wanted eigenvalue, that state falls inside the interval and is not amplified.

In subspace iteration the filter acts on a block of vectors. The lowest state has the largest gain, so the filtered vectors tend to line up with it. They are therefore orthonormalized before the next pass, which leaves their span unchanged.

## 8. A particle in a harmonic trap

As a model, take a particle in a one-dimensional harmonic trap, with energies in \(\hbar\omega\) and lengths in oscillator lengths. The grid has 81 points from \(-8\) to \(8\) with step \(h=0.2\), and the wave function is set to zero beyond it. The second difference replaces \(-\tfrac12\psi''\) by \(-(\psi_{i+1}-2\psi_i+\psi_{i-1})/(2h^2)\). The matrix therefore has diagonal elements \(1/h^2+x_i^2/2=25+x_i^2/2\), where \(x_i\) is now the position, and neighbouring elements \(-1/(2h^2)=-12.5\).

**The interval.** We want \(w=4\) states. The lower end is set to the fifth eigenvalue, \(a=4.44814\), known here from diagonalization; in practice it must be estimated. The upper end is the largest row sum of absolute values. This is a safe bound: if \(Hu=\lambda u\) and \(u_i\) is the component of largest magnitude, then \(|\lambda||u_i|\le\sum_j|H_{ij}||u_j|\le|u_i|\sum_j|H_{ij}|\). The largest sum occurs next to the edge, at \(|x_i|=7.8\):

\[
b=25+30.42+2(12.5)=80.42 .
\]

The true largest eigenvalue is 76.37. The interval gives \(c=42.43407\) and \(e=37.98593\).

**The hardest state.** The fourth state has \(\lambda_3=3.46846\), so

\[
x_3^{\rm w}=\frac{3.46846-42.43407}{37.98593}=-1.02579 .
\]

It lies outside the interval by \(\varepsilon=0.0258\), and \(t_3=0.22663\). For \(m=20\),

\[
g=\cosh(20\times0.22663)=\cosh(4.5326)=46.5 .
\]

For comparison take the power filter \(A^m\), with the same mapped matrix \(A\); it multiplies each component by the \(m\)-th power of its mapped eigenvalue. At the same degree it gives \(1.02579^{20}=1.66\). The gains of the four wanted states are:

| Energy (\(\hbar\omega\)) | Chebyshev | Power |
|---|---|---|
| 0.499 | 4229 | 7.23 |
| 1.494 | 1267 | 4.47 |
| 2.484 | 302 | 2.74 |
| 3.468 | 46.5 | 1.66 |

The Chebyshev gains measured on a filtered random vector agree with the cosh formula to all printed digits.

**The error.** For this vector the tangent fell from 3.99 to \(1.25\times10^{-3}\), a factor of 3186. The guaranteed factor is 46.5. The guarantee assumes the smallest gain for the whole wanted part and no reduction of the unwanted part; the actual vector does better. The large factor does not mean that the fourth state has been isolated. The filtered vector is almost entirely the lowest state (amplitude 0.98 after normalization), and the norm of its unwanted part is still 1.08 times its fourth-state component, down from 77 times. For one random block of four vectors, orthonormalized after each pass, the tangent of the largest angle to the wanted subspace fell by factors of 67, 51 and 49 in three passes, close to \(g\).

The power filter lowered the same tangent to 0.137, a factor of about 29. Its largest wanted gain is 7.23, so it must have reduced the norm of the unwanted part by at least \(29/7.23\approx4\). Even so, its final tangent is about 109 times that of the Chebyshev filter.

**The degree needed.** The rate of the power filter is \(\ln1.025791=0.025464\) per degree. To amplify the fourth state a thousandfold, the two filters require

\[
m\ge\frac{\operatorname{arccosh}1000}{0.22663}=33.54,\qquad
m\ge\frac{\ln1000}{0.025464}=271.28,
\]

that is, degrees 34 and 272. With one matrix-vector product per degree, the Chebyshev filter reaches this gain with one eighth of the products.

All these numbers belong to the grid with \(h=0.2\). The levels of the trap itself are \(n+\tfrac12\), so the fourth and fifth grid eigenvalues lie 0.03 and 0.05 too low. Halving the step to \(h=0.1\) moves them to 3.492 and 4.487, but it raises \(b\) to 231.2 and lowers \(\varepsilon\) to 0.0088. The gain \(g\) at \(m=20\) then drops to 7.1, and the two degrees become 58 and 791.

## Calculated quantities

```
HAND EXAMPLE: m = 3, x0 = 2 (no units)
node x_0 = 1.0000, weight l_0(2) = 7.5000
node x_1 = 0.5000, weight l_1(2) = -10.0000
node x_2 = -0.5000, weight l_2(2) = 6.0000
node x_3 = -1.0000, weight l_3(2) = -2.5000
sum of |weights| = 26.000000
T_3(2) by recurrence = 26.000000
cosh(3 arccosh 2) = 26.000000
competitor x^3 at 2 = 8.0000
competitor Legendre P_3 at 2 = 17.0000
linear-program optimum = 26.000492
largest |optimizer - T_3| on grid = 3.15e-05
largest relative excess, m = 1..8, 4 points = 1.53e-04
RATES PER DEGREE at x0 = 1 + eps (no units)
eps = 0.1: arccosh = 0.44357, sqrt(2 eps) = 0.44721, ln(1+eps) = 0.09531
eps = 0.01: arccosh = 0.14130, sqrt(2 eps) = 0.14142, ln(1+eps) = 0.00995
eps = 0.001: arccosh = 0.04472, sqrt(2 eps) = 0.04472, ln(1+eps) = 0.00100
FILTER EXAMPLE: energies in hbar*omega
grid step = 0.2 and half-length = 8.0 osc. lengths
grid points = 81, wanted states = 4, m = 20
a = 4.44814, b = 80.42000 hbar*omega
largest eigenvalue = 76.37470 hbar*omega
center c = 42.43407, half-width e = 37.98593 hbar*omega
state 0: E = 0.49875 hbar*omega, x = -1.103970
  gain measured 4228.966, cosh formula 4228.966, power 7.230
state 1: E = 1.49372 hbar*omega, x = -1.077777
  gain measured 1267.312, cosh formula 1267.312, power 4.473
state 2: E = 2.48364 hbar*omega, x = -1.051717
  gain measured 302.372, cosh formula 302.372, power 2.741
state 3: E = 3.46846 hbar*omega, x = -1.025791
  gain measured 46.505, cosh formula 46.505, power 1.664
largest gain of an unwanted state = 1.000000
tangent to wanted subspace: start = 3.9864
tangent after Chebyshev filter = 1.251e-03
tangent after power filter = 0.1367
Chebyshev reduction factor = 3186.01, guaranteed = 46.51
arccosh|x| of state 3 = 0.22663, ln|x| = 0.02546
degree for gain 1000: Chebyshev 34 (from 33.54)
degree for gain 1000: power 272 (from 271.28)
```
